# Does the RPA total energy contain the self-consistent Hartree-Fock energy?: verification in Python

```python
"""
Result under test (helium atom, hartree units):
    E_RPA = E_HF[KS orbitals] + E_c^RPA[KS orbitals and eigenvalues],
    D = E_HF[KS orbitals] - E_HF[self-consistent] >= 0.
E_HF[.] : Hartree-Fock energy functional of a closed-shell determinant
E_c^RPA : direct-RPA correlation energy
D       : excess caused by using orbitals that do not minimize E_HF
K       : repulsion integrals (1a|1b), 1 = occupied, a, b = virtual
gaps    : virtual minus occupied orbital energies
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.linalg import eigh
from pyscf import gto, scf, dft, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def make_atom(basis):
    mol = gto.M(atom="He 0 0 0", basis=basis, verbose=0)
    hf = scf.RHF(mol)
    hf.conv_tol = 1e-12
    hf.kernel()
    assert hf.converged
    return mol, hf, mol.intor("int2e")


def kohn_sham(mol, functional):
    ks = dft.RKS(mol)
    ks.xc = functional
    ks.grids.level = 5
    ks.conv_tol = 1e-11
    ks.kernel()
    assert ks.converged
    return ks


def density_matrix(orbital):
    return 2.0 * np.outer(orbital, orbital)


def exact_exchange_kohn_sham(hf, eri, start_density):
    """Two electrons: the local exchange potential is minus half of Hartree."""
    core, overlap = hf.get_hcore(), hf.get_ovlp()
    dm = start_density
    for _ in range(200):
        hartree = np.einsum("pqrs,rs->pq", eri, dm, optimize=True)
        energies, orbitals = eigh(core + 0.5 * hartree, overlap)
        new = density_matrix(orbitals[:, 0])
        change = np.abs(new - dm).max()
        dm = 0.3 * dm + 0.7 * new
        if change < 1e-10:
            break
    assert change < 1e-10
    return orbitals, energies


def exchange_type_integrals(eri, orbitals):
    occ, vir = orbitals[:, 0], orbitals[:, 1:]
    half = np.tensordot(occ, eri, axes=(0, 0))       # indices q, r, s
    mixed = np.einsum("qrs,r->qs", half, occ)
    return vir.T @ mixed @ vir


def rpa_plasmon(K, gaps):
    root = np.sqrt(gaps)
    squared = np.diag(gaps**2) + 4 * root[:, None] * K * root[None, :]
    modes = np.sqrt(np.linalg.eigvalsh(squared))
    return 0.5 * (modes.sum() - gaps.sum()) - np.trace(K)


def coupling_integrand(lam, K, gaps, points=100):
    """-(1/2 pi) * integral over u of Tr[v (chi_lambda - chi_0)]."""
    x, w = np.polynomial.legendre.leggauss(points)
    scale = 2.0
    freqs = scale * (1 + x) / (1 - x)
    weights = w * 2 * scale / (1 - x)**2
    total = 0.0
    for u, weight in zip(freqs, weights):
        chi0 = -np.diag(4 * gaps / (gaps**2 + u**2))
        chi = np.linalg.solve(np.eye(len(gaps)) - lam * chi0 @ K, chi0)
        total += weight * np.trace(K @ (chi - chi0))
    return -total / (2 * np.pi)


def radial_energy(mol, orbital):
    """2(T + V) + J from the orbital's values on a radial grid."""
    # (du/dr)^2 is finite at the nucleus, so the grid must start very close in
    x = np.linspace(np.log(1e-9), np.log(40.0), 16001)
    r = np.exp(x)
    coords = np.zeros((len(r), 3))
    coords[:, 2] = r
    values = mol.eval_gto("GTOval_sph_deriv1", coords)
    phi, slope = values[0] @ orbital, values[3] @ orbital
    u = np.sqrt(4 * np.pi) * r * phi
    du = np.sqrt(4 * np.pi) * (phi + r * slope)
    kinetic = 0.5 * trapezoid(du**2 * r, x)
    nuclear = -2.0 * trapezoid(u**2, x)
    enclosed = cumulative_trapezoid(u**2 * r, x, initial=0)
    repulsion = 2.0 * trapezoid(u**2 * enclosed, x)
    return 2 * (kinetic + nuclear) + repulsion


mol, hf, eri = make_atom("aug-cc-pvqz")
lda = kohn_sham(mol, "lda,vwn")
pbe = kohn_sham(mol, "pbe,pbe")
exx_orbitals, exx_energies = exact_exchange_kohn_sham(
    hf, eri, density_matrix(pbe.mo_coeff[:, 0]))

starts = {
    "LDA": (lda.mo_coeff, lda.mo_energy),
    "PBE": (pbe.mo_coeff, pbe.mo_energy),
    "EXX-KS": (exx_orbitals, exx_energies),
    "HF": (hf.mo_coeff, hf.mo_energy),
}
functional_energy, excess, correlation, total = {}, {}, {}, {}
second_order, singles, coupling_size = {}, {}, {}
for name, (orbitals, energies) in starts.items():
    occ, vir = orbitals[:, 0], orbitals[:, 1:]
    dm = density_matrix(occ)
    functional_energy[name] = hf.energy_tot(dm=dm)
    excess[name] = functional_energy[name] - hf.e_tot
    K = exchange_type_integrals(eri, orbitals)
    gaps = energies[1:] - energies[0]
    correlation[name] = rpa_plasmon(K, gaps)
    total[name] = functional_energy[name] + correlation[name]

    # Hartree-Fock gradient and curvature at the given orbitals
    fock = orbitals.T @ (hf.get_hcore() + hf.get_veff(mol, dm)) @ orbitals
    f = fock[0, 1:]
    coulomb = vir.T @ np.einsum("pqrs,p,q->rs", eri, occ, occ,
                                optimize=True) @ vir
    M = fock[1:, 1:] - fock[0, 0] * np.eye(len(f)) + 3 * K - coulomb
    second_order[name] = 2 * f @ np.linalg.solve(M, f)
    singles[name] = -2 * np.sum(f**2 / gaps)
    coupling_size[name] = np.linalg.norm(f)

    # the functional from real-space quadrature, without matrix integrals
    assert abs(radial_energy(mol, occ) - functional_energy[name]) < 2e-6

# Kohn-Sham orbitals of LDA and PBE do not minimize the HF functional
for name in ("LDA", "PBE"):
    assert excess[name] > 1e-5
    assert coupling_size[name] > 1e-3
    # neglected terms are of relative order (a few times) the rotation angle
    assert abs(second_order[name] / excess[name] - 1) < 0.15
    assert singles[name] < 0
assert coupling_size["HF"] < 1e-5

# Exact-exchange Kohn-Sham: same occupied orbital, different virtual space
assert abs(excess["EXX-KS"]) < 1e-8
assert abs(correlation["EXX-KS"] - correlation["HF"]) > 1e-3

# Coupling-strength and frequency quadrature against the plasmon formula
K_pbe = exchange_type_integrals(eri, pbe.mo_coeff)
gaps_pbe = pbe.mo_energy[1:] - pbe.mo_energy[0]
nodes, node_weights = np.polynomial.legendre.leggauss(8)
ec_quadrature = sum(
    0.5 * w * coupling_integrand(0.5 * (1 + t), K_pbe, gaps_pbe)
    for t, w in zip(nodes, node_weights))
assert abs(ec_quadrature - correlation["PBE"]) < 1e-6

# Full configuration interaction in the same basis
e_fci = fci.FCI(hf).kernel()[0]
assert hf.e_tot > e_fci
assert total["PBE"] < e_fci          # RPA is not an upper bound

# Smaller basis: the excess is less basis-sensitive than the correlation
mol_t, hf_t, eri_t = make_atom("aug-cc-pvtz")
pbe_t = kohn_sham(mol_t, "pbe,pbe")
excess_t = hf_t.energy_tot(
    dm=density_matrix(pbe_t.mo_coeff[:, 0])) - hf_t.e_tot
ec_t = rpa_plasmon(exchange_type_integrals(eri_t, pbe_t.mo_coeff),
                   pbe_t.mo_energy[1:] - pbe_t.mo_energy[0])
assert excess_t > 0
assert abs(excess_t - excess["PBE"]) < abs(ec_t - correlation["PBE"])

# One-electron and repulsion parts of the PBE excess
dm_hf = density_matrix(hf.mo_coeff[:, 0])
dm_pbe = density_matrix(pbe.mo_coeff[:, 0])
one_hf = np.sum(hf.get_hcore() * dm_hf)
one_pbe = np.sum(hf.get_hcore() * dm_pbe)
rep_hf, rep_pbe = hf.e_tot - one_hf, functional_energy["PBE"] - one_pbe

print("Helium, aug-cc-pVQZ, basis functions:", mol.nao)
print(f"self-consistent HF energy        {hf.e_tot:.6f} Ha")
print(f"PBE's own total energy           {pbe.e_tot:.6f} Ha")
print(f"full CI energy, same basis       {e_fci:.6f} Ha")
for name in starts:
    shown_excess = 1000 * excess[name]
    if abs(shown_excess) < 5e-5:
        shown_excess = 0.0
    print(f"start {name}:")
    print(f"  HF functional                  {functional_energy[name]:.6f} Ha")
    print(f"  excess D                       {shown_excess:.4f} mHa")
    print(f"  RPA correlation                {correlation[name]:.6f} Ha")
    print(f"  RPA total                      {total[name]:.6f} Ha")
    print(f"  lowest orbital gap             "
          f"{starts[name][1][1] - starts[name][1][0]:.4f} Ha")
for name in ("LDA", "PBE"):
    print(f"{name} second-order estimate of D  "
          f"{1000 * second_order[name]:.4f} mHa")
    print(f"{name} bare singles correction     {1000 * singles[name]:.4f} mHa")
print(f"PBE excess D in eV               {excess['PBE'] * HARTREE_EV:.5f} eV")
print(f"one-electron energy, HF orbital  {one_hf:.6f} Ha")
print(f"one-electron energy, PBE orbital {one_pbe:.6f} Ha")
print(f"repulsion E_H+E_x, HF orbital    {rep_hf:.6f} Ha")
print(f"repulsion E_H+E_x, PBE orbital   {rep_pbe:.6f} Ha")
print(f"one-electron part of PBE excess  {1000 * (one_pbe - one_hf):.4f} mHa")
print(f"repulsion part of PBE excess     {1000 * (rep_pbe - rep_hf):.4f} mHa")
print(f"mixed sum: SCF HF + RPA corr@PBE {hf.e_tot + correlation['PBE']:.6f} Ha")
print(f"PBE RPA corr. by quadrature      {ec_quadrature:.6f} Ha")
print(f"PBE W_c at full coupling         "
      f"{coupling_integrand(1.0, K_pbe, gaps_pbe):.6f} Ha")
print(f"aug-cc-pVTZ: PBE excess D        {1000 * excess_t:.4f} mHa")
print(f"aug-cc-pVTZ: PBE RPA correlation {ec_t:.6f} Ha")
print("every check passed")
```

Running it gives:

```
Helium, aug-cc-pVQZ, basis functions: 46
self-consistent HF energy        -2.861522 Ha
PBE's own total energy           -2.892780 Ha
full CI energy, same basis       -2.902534 Ha
start LDA:
  HF functional                  -2.859432 Ha
  excess D                       2.0896 mHa
  RPA correlation                -0.080775 Ha
  RPA total                      -2.940207 Ha
  lowest orbital gap             0.6255 Ha
start PBE:
  HF functional                  -2.859998 Ha
  excess D                       1.5238 mHa
  RPA correlation                -0.080939 Ha
  RPA total                      -2.940937 Ha
  lowest orbital gap             0.6285 Ha
start EXX-KS:
  HF functional                  -2.861522 Ha
  excess D                       0.0000 mHa
  RPA correlation                -0.080035 Ha
  RPA total                      -2.941557 Ha
  lowest orbital gap             0.7654 Ha
start HF:
  HF functional                  -2.861522 Ha
  excess D                       0.0000 mHa
  RPA correlation                -0.063921 Ha
  RPA total                      -2.925443 Ha
  lowest orbital gap             1.0167 Ha
LDA second-order estimate of D  2.0722 mHa
LDA bare singles correction     -2.7689 mHa
PBE second-order estimate of D  1.5190 mHa
PBE bare singles correction     -1.7461 mHa
PBE excess D in eV               0.04146 eV
one-electron energy, HF orbital  -3.887180 Ha
one-electron energy, PBE orbital -3.873330 Ha
repulsion E_H+E_x, HF orbital    1.025658 Ha
repulsion E_H+E_x, PBE orbital   1.013332 Ha
one-electron part of PBE excess  13.8498 mHa
repulsion part of PBE excess     -12.3260 mHa
mixed sum: SCF HF + RPA corr@PBE -2.942461 Ha
PBE RPA corr. by quadrature      -0.080939 Ha
PBE W_c at full coupling         -0.150943 Ha
aug-cc-pVTZ: PBE excess D        1.4852 mHa
aug-cc-pVTZ: PBE RPA correlation -0.076510 Ha
every check passed
```
